Excitations and Demixing of a Uniform Two-Component Bose-Einstein Condensate

**Problem**

Two distinguishable Bose-Einstein condensates of atoms with the same mass m fill the same large volume at zero temperature. Their densities n1 and n2 are uniform and non-zero, and atoms do not convert from one component to the other. In the mean-field description the wavefunctions ψ1 and ψ2 obey the coupled Gross-Pitaevskii equations

iħ ∂ψj/∂t = [−(ħ²/2m)∇² + Σl gjl|ψl|² − μj] ψj,  j = 1, 2.

Here |ψj|² is the density of component j, μj is its chemical potential, and g12 = g21. The couplings g11 and g22 are positive; g12 may have either sign. They are related to the scattering lengths by gjl = 4πħ²ajl/m.

(a) Find the energies of small excitations with wavenumber k.

(b) For which couplings is the uniform mixture stable? Compare the answer with the energy of the separated components.

(c) When the mixture is unstable, find the wavelength that grows fastest and its growth rate. What do the two densities do?

(d) Take m = 100 u, n1 = 60 μm⁻³, n2 = 40 μm⁻³, a11 = 5.0 nm and a22 = 6.0 nm. These are round model values. Describe the mixture for a12 = 5.0 nm and for a12 = 6.0 nm.

**Solution**

**(a) The two branches**

In the uniform state ψj = √nj, with the phases chosen as zero. This state is independent of time if the bracket acting on it vanishes, which fixes the chemical potentials:

μj = Σl gjl nl.

Add a small disturbance with real part xj and imaginary part yj:

ψj = √nj + xj + i yj.

The density is then

|ψl|² = (√nl + xl)² + yl² = nl + 2√nl xl + (second order).

To first order, xl therefore describes a change of density, δnl = 2√nl xl, while yl describes a change of phase, yl/√nl. In the interaction term, the part Σl gjl nl cancels μj. What remains is already of first order, so it multiplies the undisturbed √nj:

Σl gjl (2√nl xl) √nj = 2 Σl Mjl xl,  Mjl = gjl √(nj nl).

Let the disturbance vary in space as a plane standing wave, cos(k·r). The kinetic operator then gives the free-particle energy

ε = ħ²k²/2m,

and the linearized equation is

iħ(dxj/dt + i dyj/dt) = ε(xj + i yj) + 2 Σl Mjl xl.

Its imaginary and real parts are

ħ dxj/dt = ε yj,

ħ dyj/dt = −ε xj − 2 Σl Mjl xl.

Differentiate the first equation once more and insert the second. With x = (x1, x2),

ħ² d²x/dt² = −ε(ε + 2M) x.

The matrix M is real and symmetric, so it has two orthogonal eigenvectors with real eigenvalues. Along an eigenvector with eigenvalue Λ, the equation is that of a single oscillator with squared frequency ε(ε + 2Λ)/ħ². The eigenvalues follow from

(g11n1 − Λ)(g22n2 − Λ) − g12²n1n2 = 0,

whose solutions are

Λ± = ½[g11n1 + g22n2 ± √((g11n1 − g22n2)² + 4g12²n1n2)].

The excitation energy is ħ times the frequency. The two Bogoliubov branches are therefore

E±(k) = √(ε(ε + 2Λ±)).

Three limits show what they mean.

- For g12 = 0 the eigenvalues are g11n1 and g22n2. Each component has its own Bogoliubov spectrum.
- For ε much larger than 2|Λ±|, E± ≈ ε + Λ±. The excitation is nearly a free particle with a shifted energy.
- For Λ± > 0 and ε much smaller than 2Λ±, E± ≈ √(2εΛ±) = ħk√(Λ±/m). Both branches are then sound waves, with speeds

c± = √(Λ±/m).

In the symmetric case g11 = g22 = g and n1 = n2 = n/2, the eigenvalues are (g + g12)n/2 and (g − g12)n/2. The first belongs to x1 = x2, where the densities move together. The second belongs to x1 = −x2, where they move oppositely and the total density is unchanged to first order. For g12 > 0 the second motion is the softer one, because it meets only the difference between the two couplings.

**(b) Stability of the mixture**

A branch is real for every k if its Λ is not negative. The signs of the eigenvalues follow from their sum and product, the trace and determinant of M:

Λ+ + Λ− = g11n1 + g22n2,

Λ+Λ− = n1n2(g11g22 − g12²).

The sum is positive because g11 and g22 are positive, so the larger eigenvalue Λ+ is positive. The sign of Λ− is then the sign of the product. The infinite uniform mixture is stable against small disturbances if

g12² < g11g22.

The densities affect the size of Λ− but not its sign. At equality Λ− = 0, and the lower branch becomes E− = ε: at this order, the interactions no longer resist the soft motion.

The assumption of positive g11 and g22 is needed. If both were negative, the inequality could still hold, but the sum would be negative and both eigenvalues with it.

The same condition follows from the energy. The interaction energy per volume is

e(n1, n2) = ½g11n1² + ½g22n2² + g12n1n2.

Redistribute the atoms so that the local densities are nj + δnj. Since the atom numbers are fixed, each δnj averages to zero over the volume, and the terms linear in δnj drop out. The average energy density changes by

⟨½g11δn1² + ½g22δn2² + g12δn1δn2⟩.

For g11 > 0, completing the square turns the expression inside the average into

½g11(δn1 + g12δn2/g11)² + ½(g22 − g12²/g11)δn2².

If g12² < g11g22, both terms are non-negative, and every redistribution costs interaction energy. Gradients of ψj add kinetic energy, which is also non-negative. The uniform mixture is then the state of lowest mean-field energy, not merely a state that survives small disturbances. This argument does not use equality of the masses, although the branch formulas above do.

It is useful to compare the mixture with complete separation. Let component 1 occupy a fraction f of the volume and component 2 the rest. The densities become n1/f and n2/(1 − f). Averaged over the whole volume, the energy density is

e_sep(f) = ½g11n1²/f + ½g22n2²/(1 − f).

Setting the derivative with respect to f to zero gives

g11(n1/f)² = g22(n2/(1 − f))²,

which says that the pressures are equal on the two sides. The solution is

f = √g11 n1/(√g11 n1 + √g22 n2).

Inserting it gives

e_sep = ½(√g11 n1 + √g22 n2)² = ½g11n1² + ½g22n2² + √(g11g22) n1n2.

Subtracting the energy density of the mixture leaves

e_sep − e_mix = n1n2(√(g11g22) − g12).

For repulsion between the components, separation pays when g12 > √(g11g22), which is the threshold already found. The cost of the interface has been neglected; its share of the energy falls as the volume grows.

For g12 < 0 this difference is positive, so the components do not gain by separating. Yet the mixture is still unstable if g12 < −√(g11g22). The nature of that instability appears in part (c). The inequality is thus a condition for stability, and its violation means immiscibility if g12 is positive.

**(c) The fastest-growing wavelength**

Let g12² > g11g22, so that Λ− = −|Λ−|. Along the soft eigenvector,

ħ² d²x/dt² = ε(2|Λ−| − ε) x.

For 0 < ε < 2|Λ−| the right-hand side has the same sign as x. The solutions are then exp(Γt) and exp(−Γt), with

ħ²Γ² = ε(2|Λ−| − ε) = |Λ−|² − (ε − |Λ−|)².

The last form shows the maximum directly. Growth is fastest at ε = |Λ−|, where

Γmax = |Λ−|/ħ.

Solving ħ²k²/2m = |Λ−| for k and using λ = 2π/k gives

λmax = 2πħ/√(2m|Λ−|).

The two factors in ε(2|Λ−| − ε) explain why an intermediate wavelength wins. Very long waves grow slowly because atoms must travel far to change the density. Very short waves do not grow because their kinetic energy exceeds the interaction energy gained. The border of the unstable range is ε = 2|Λ−|. This is a wavenumber √2 times larger, so

λc = λmax/√2.

Wavelengths shorter than λc are stable. On a ring of circumference L, with variation only along the ring, the longest allowed wavelength is L. The uniform mixture therefore remains stable if L < λc, even when g12² > g11g22.

With the scattering lengths, write Λ− = 4πħ²s/m, where

s = ½[a11n1 + a22n2 − √((a11n1 − a22n2)² + 4a12²n1n2)].

Then 2m|Λ−| = 8πħ²|s|, and

λmax = 2π/√(8π|s|) = √(π/(2|s|)).

At given densities and scattering lengths, the mass does not affect the wavelength. It does affect the rate, Γmax = 4πħ|s|/m.

Near the threshold, Λ− = n1n2(g11g22 − g12²)/Λ+ tends to zero. Both the wavelength and the growth time then diverge, so a weakly immiscible mixture needs a large sample and a long time to show that it is unstable.

The eigenvector tells what the densities do. The first row of Mx = Λ−x is

g11n1x1 + g12√(n1n2) x2 = Λ−x1.

Solve it for x2/x1 and use δnj = 2√nj xj:

δn2/δn1 = √(n2/n1) x2/x1 = (Λ− − g11n1)/(g12n1).

The numerator is negative, since Λ− < 0 and g11n1 > 0. For g12 > 0 the ratio is negative: one component gathers where the other thins out, and the mixture begins to separate. For g12 < 0 the ratio is positive: both components gather in the same places, which is the start of a collapse. Within the mean-field equations the growth rates are the same in both cases, because Λ− contains only g12². Corrections beyond mean field break this symmetry and can halt the contraction for g12 < 0, as the end of part (d) shows.

These results hold while the disturbance is small. They give the spacing of the first pattern, not the final size of the domains. In three dimensions Γ depends on the length of k but not on its direction, so the spacing is selected but the orientation is not.

**(d) The numerical example**

The threshold is a12 = √(5.0 × 6.0) nm = 5.48 nm. The value 5.0 nm lies on the stable side and 6.0 nm on the unstable side.

For this mass ħ/m = 635.08 μm²/s. Energies are given as frequencies, after division by h. Since gjl/h = 2(ħ/m)ajl,

g11n1/h = 2 × 635.08 × 0.005 × 60 Hz = 381.05 Hz,

g22n2/h = 2 × 635.08 × 0.006 × 40 Hz = 304.84 Hz.

**Stable mixture, a12 = 5.0 nm.** The off-diagonal element is g12√(n1n2)/h = 311.12 Hz. Hence

Λ±/h = ½[685.89 ± √(76.21² + 4 × 311.12²)] Hz,

which gives Λ−/h = 29.5 Hz and Λ+/h = 656.4 Hz. The sound speeds c± = √(2π(ħ/m)(Λ±/h)) are

c− = 0.343 mm/s,  c+ = 1.62 mm/s.

The soft sound is almost five times slower than the stiff one, because the two repulsions nearly cancel in Λ−.

At a wavelength of 5 μm, ε/h = π(ħ/m)/λ² = 79.8 Hz. The branch energies are

E−/h = √(79.8 × (79.8 + 2 × 29.5)) Hz = 105 Hz,

E+/h = √(79.8 × (79.8 + 2 × 656.4)) Hz = 333 Hz.

The sound formula c/λ would give 69 Hz and 324 Hz. It is good for the upper branch, where ε is much smaller than 2Λ+, but poor for the lower one, where ε already exceeds 2Λ−.

Complete separation would change the energy per atom by

(e_sep − e_mix)/((n1 + n2)h) = 2 × 635.08 × (60 × 40/100) × (0.005477 − 0.005) Hz ≈ 14.5 Hz.

This is a cost, so the components stay mixed.

**Unstable mixture, a12 = 6.0 nm.** Now g12√(n1n2)/h = 373.35 Hz, and

Λ−/h = ½[685.89 − √(76.21² + 4 × 373.35²)] Hz = −32.3 Hz.

The corresponding length scale follows from

s = ½[0.30 + 0.24 − √(0.06² + 4 × 0.006² × 60 × 40)] μm⁻² = −0.02547 μm⁻².

The fastest-growing wavelength and the cutoff are

λmax = √(π/(2 × 0.02547)) μm = 7.85 μm,  λc = 5.55 μm.

The largest growth rate is Γmax = 2π|Λ−|/h = 203 s⁻¹, so the amplitude grows by a factor e in 4.92 ms. Separation now changes the energy by −15.9 Hz per atom when interfaces are neglected: it is a gain. On a ring of 80 μm the two interfaces reduce this gain by about 1.4 Hz per atom.

The full nonlinear equations show this growth in time. They were integrated by the split-step Fourier method on a ring of 80 μm, starting from the uniform mixture with a tiny bump in ψ1 at one grid point. The growth rate of each wavelength was read from the Fourier amplitude of the density of component 1 between 47.2 and 63.0 ms:

- 13.33 μm: formula 153.9 s⁻¹, evolution 153.8 s⁻¹
- 10.00 μm: formula 187.7 s⁻¹, evolution 187.7 s⁻¹
- 8.00 μm: formula 203.1 s⁻¹, evolution 203.1 s⁻¹
- 6.67 μm: formula 187.3 s⁻¹, evolution 187.3 s⁻¹

The ring admits only wavelengths of 80 μm divided by a whole number, and the fastest of these is 8.00 μm. The maximum is broad: at 6.67 and 10.00 μm the rate is still 92% of Γmax. A pattern grown from random noise will therefore contain a range of spacings around λmax.

In the same evolution δn2/δn1 = −0.904 for the 8.00 μm wave. The densities move oppositely and nearly compensate each other. With a12 = −6.0 nm the ratio is +0.904, and both densities rise together.

The digits above belong to the mean-field model. Its small parameter is √(na³); with n = n1 + n2 and a = a22, na³ = 2.16 × 10⁻⁵ and the parameter is about 0.005. The leading correction is the zero-point energy of the two branches, which adds (8/15π²)(m/ħ²)^(3/2)(Λ+^(5/2) + Λ−^(5/2)) to the energy per volume; for Λ− < 0 only the real part, the Λ+ term, is kept here. Its effect can be estimated by replacing gjl in M with the second derivative of the corrected energy density with respect to nj and nl. For a12 = +5.0 and +6.0 nm this shifts Λ− by about 5% and Λ+ by 3 to 4%, so the mean-field description of demixing holds to a few per cent. For a12 = −6.0 nm, where the soft motion compresses both components, the same estimate changes Λ−/h from −32.3 Hz to about −5 Hz while Λ+ moves by only 0.2%, and the uniform mixture becomes stable again above about 1.4 times the densities used here. The mean-field results for the attractive case are therefore not reliable at these densities, although the small parameter is the same. The soft branch is also sensitive to the inputs, because Λ− is the small remainder of large competing terms: raising a12 from 6.0 nm by 1% changes Λ− by about 11% and Λ+ by only 0.5%.

Numbers in the example were calculated in double precision.
